# Slater's averaged exchange potential and the variational factor of two thirds

## 1. Result and conventions

Let $\rho(\mathbf r)$ be the total electron density of a closed-shell system, with $\rho_\sigma=\rho/2$ for each spin. In Hartree atomic units, averaging the Hartree-Fock exchange potentials of the occupied orbitals and evaluating the average as in a uniform electron gas gives Slater's potential

$$V_S=-3\left(\frac{3\rho}{8\pi}\right)^{1/3}=-\frac{3k_F}{2\pi},\qquad k_F=(3\pi^2\rho)^{1/3}. \tag{1}$$

The same approximation applied to the exchange energy gives Dirac's functional

$$E_D[\rho]=\frac12\int\rho V_S\,d\mathbf r=-\frac34\left(\frac3\pi\right)^{1/3}\int\rho^{4/3}\,d\mathbf r, \tag{2}$$

whose functional derivative is the Gaspar-Kohn-Sham (GKS) potential

$$v_{\rm GKS}=\frac{\delta E_D}{\delta\rho}=\frac23V_S=-\left(\frac{3\rho}{\pi}\right)^{1/3}=-\frac{k_F}{\pi}. \tag{3}$$

Both potentials describe exchange alone; correlation is left out. With energies in rydberg and lengths in bohr, all the potentials double, and the prefactor in (1) becomes $-6$.

## 2. The exchange potential of one orbital

For a determinant of orthonormal orbitals $\varphi_i$, exchange acts between electrons of equal spin. One spin contributes

$$E_{x\sigma}=-\frac12\sum_{ij}\iint\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

where the sums run over the occupied orbitals of that spin. Now vary one conjugate orbital $\varphi_i^*$. It occurs once through the first index and once through the second. The two contributions are equal, because exchanging $\mathbf r$ with $\mathbf r'$ turns one into the other. They cancel the factor $\tfrac12$:

$$\frac{\delta E_{x\sigma}}{\delta\varphi_i^*(\mathbf r)}=-\sum_j\varphi_j(\mathbf r)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'\equiv v_i(\mathbf r)\varphi_i(\mathbf r). \tag{4}$$

The last form defines an exchange potential $v_i$ by dividing by $\varphi_i$. This makes the exchange term look like ordinary multiplication, at a price: each orbital has its own potential, and $v_i$ generally diverges where $\varphi_i$ has a node.

The term $j=i$ contributes to $v_i$ minus the Hartree potential of the orbital's own charge. It cancels the self-repulsion contained in the Hartree potential.

## 3. The average over orbitals

Slater's step is to replace all the $v_i$ by one average. At the point $\mathbf r$, the weight of orbital $i$ is its share of the density of its spin, $|\varphi_i(\mathbf r)|^2/\rho_\sigma(\mathbf r)$. Hence

$$V_{\rm av}(\mathbf r)=\frac{\sum_i|\varphi_i(\mathbf r)|^2v_i(\mathbf r)}{\rho_\sigma(\mathbf r)}
=-\frac{1}{\rho_\sigma(\mathbf r)}\int\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r', \tag{5}$$

with $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_j\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')$. To obtain the second form, multiply (4) by $\varphi_i^*(\mathbf r)$ and sum over $i$. The sum over $j$ gives $\gamma_\sigma$ and the sum over $i$ gives its complex conjugate. The denominators $\varphi_i$ have disappeared, and with them the divergences at the nodes.

The quantity $h(\mathbf r,\mathbf r')=|\gamma_\sigma(\mathbf r,\mathbf r')|^2/\rho_\sigma(\mathbf r)$ is the density of the exchange hole around an electron at $\mathbf r$. Orthonormality fixes its total content:

$$\int h\,d\mathbf r'=\frac1{\rho_\sigma(\mathbf r)}\sum_{ij}\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\delta_{ij}=1 .$$

So $V_{\rm av}$ is the potential energy of an electron in the field of a hole from which one electron has been removed.

Multiplying (5) by $\rho_\sigma/2$ and integrating reproduces $E_{x\sigma}$. For a closed shell both spins have the same $V_{\rm av}$, and their sum is

$$E_x=\frac12\int\rho(\mathbf r)V_{\rm av}(\mathbf r)\,d\mathbf r. \tag{6}$$

No approximation has been made in (6). The factor $\tfrac12$ is there because exchange is a pair energy, and the sum of the electrons' potential energies counts each pair twice.

## 4. The uniform gas: one plane wave

In a uniform gas of volume $\Omega$ the orbitals are $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$, occupied for $k<k_F$. Counting two spins per wave vector gives

$$\rho=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. $$

Inserting the plane waves in (4) and dividing by the orbital leaves the phase $e^{i(\mathbf q-\mathbf k)\cdot(\mathbf r-\mathbf r')}$. Its integral with the Coulomb interaction is found by adding a screening factor $e^{-\lambda s}$ and then removing it. With $p=|\mathbf q-\mathbf k|$, the angular integration gives

$$\int\frac{e^{-\lambda s}e^{i\mathbf p\cdot\mathbf s}}{s}\,d\mathbf s=\frac{4\pi}{p}\int_0^\infty e^{-\lambda s}\sin(ps)\,ds=\frac{4\pi}{p^2+\lambda^2}\;\longrightarrow\;\frac{4\pi}{p^2}.$$

Turning the sum over $\mathbf q$ into an integral, we have

$$v_k=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}.$$

Place the origin at $\mathbf k$ by writing $\mathbf q=\mathbf k+\mathbf p$. The volume element $p^2\,dp\,d\omega$, with $d\omega$ the element of solid angle, cancels the singular denominator. The integral over $p$ is then just the distance $L$ from $\mathbf k$ to the Fermi surface in the chosen direction. If $\mu$ is the cosine of the angle between $\mathbf p$ and $\mathbf k$, this distance satisfies

$$L^2+2k\mu L+k^2=k_F^2,\qquad L=-k\mu+\sqrt{k_F^2-k^2+k^2\mu^2}.$$

The azimuthal angle contributes $2\pi$, so the prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$. The term $-k\mu$ is odd and integrates to zero:

$$v_k=-\frac1\pi\int_{-1}^{1}\sqrt{k_F^2-k^2+k^2\mu^2}\;d\mu. \tag{7}$$

To evaluate this, set $a^2=k_F^2-k^2$ and use

$$\int\!\sqrt{a^2+k^2\mu^2}\,d\mu=\frac\mu2\sqrt{a^2+k^2\mu^2}+\frac{a^2}{2k}\ln\!\left(k\mu+\sqrt{a^2+k^2\mu^2}\right),$$

which differentiation confirms. Twice the integral from 0 to 1 is $k_F+(a^2/k)\ln[(k_F+k)/a]$. Since $a=\sqrt{(k_F-k)(k_F+k)}$, the logarithm equals $\tfrac12\ln[(k_F+k)/(k_F-k)]$. With $y=k/k_F$,

$$v_k=-\frac{k_F}{\pi}\left[1+\frac{1-y^2}{2y}\ln\frac{1+y}{1-y}\right]. \tag{8}$$

At the bottom of the band, $y\to0$, the logarithm tends to $2y$ and $v_0=-2k_F/\pi$. At the Fermi surface the factor $1-y$ suppresses the logarithm, and $v_{k_F}=-k_F/\pi$. Exchange is thus twice as strong for the slowest electron as for the fastest. Geometrically, a state at the centre of the Fermi sphere has occupied neighbours in all directions, while a state on the surface has them on one side.

## 5. The average over the Fermi sphere

Every plane wave has the same density $1/\Omega$, so the weights in (5) are equal. The average of (7) over the sphere is

$$V_S=\frac{3}{k_F^3}\int_0^{k_F}\!k^2v_k\,dk
=-\frac{3}{\pi k_F^3}\int_0^{k_F}\!k^2dk\int_{-1}^{1}\!d\mu\,\sqrt{k_F^2-k^2(1-\mu^2)}.$$

Read $k$ and $\mu$ as the length and polar cosine of an auxiliary vector $\boldsymbol\kappa$. Then $k^2(1-\mu^2)=\kappa_\perp^2$, the squared distance from the polar axis, and $2\pi k^2dk\,d\mu$ is the volume element after the azimuthal integration. In cylindrical coordinates the sphere has height $2\sqrt{k_F^2-\kappa_\perp^2}$ at distance $\kappa_\perp$. The double integral is therefore

$$\frac1{2\pi}\int_0^{k_F}2\pi\kappa_\perp\,2\left(k_F^2-\kappa_\perp^2\right)d\kappa_\perp
=2\left(\frac{k_F^4}{2}-\frac{k_F^4}{4}\right)=\frac{k_F^4}{2}.$$

Multiplication by $-3/(\pi k_F^3)$ gives $V_S=-3k_F/(2\pi)$. To express it through the density, take the factor $1/(2\pi)$ under the cube root:

$$\frac{3}{2\pi}(3\pi^2\rho)^{1/3}=3\left(\frac{3\pi^2\rho}{8\pi^3}\right)^{1/3}=3\left(\frac{3\rho}{8\pi}\right)^{1/3}.$$

This is (1). For the uniform gas it is the value of $V_{\rm av}$ itself. In an atom, molecule or solid, the approximation is to use it at each point with the local value of $\rho$. This can be justified when the density changes little across the exchange hole, whose size is a few times $1/k_F$ (in the uniform gas half of its charge lies within $2.4/k_F$).

If the spin densities differ, each spin has its own Fermi sphere, with $k_{F\sigma}=(6\pi^2\rho_\sigma)^{1/3}$. The potential is then $-3(3\rho_\sigma/4\pi)^{1/3}$, which reduces to (1) for $\rho_\sigma=\rho/2$.

## 6. Varying Dirac's energy

Replace $V_{\rm av}$ by $V_S$ in the energy (6). Since $8^{1/3}=2$, the energy density is

$$\frac12\rho V_S=-\frac32\left(\frac{3}{8\pi}\right)^{1/3}\rho^{4/3}=-\frac34\left(\frac3\pi\right)^{1/3}\rho^{4/3},$$

which is (2). Under a small change $\delta\rho$ both factors of $\rho V_S$ change:

$$\delta E_D=\frac12\int\left(V_S+\rho\frac{dV_S}{d\rho}\right)\delta\rho\,d\mathbf r.$$

Because $V_S\propto\rho^{1/3}$, we have $\rho\,dV_S/d\rho=V_S/3$. Hence

$$\frac{\delta E_D}{\delta\rho}=\frac12\left(1+\frac13\right)V_S=\frac23V_S=-2\left(\frac{3\rho}{8\pi}\right)^{1/3}=-\left(\frac{3\rho}{\pi}\right)^{1/3}.$$

The two parts have separate meanings. The part $V_S/2$ is the exchange energy per electron, which an added electron brings at fixed hole shape. The part $V_S/6$ arises because a higher density contracts the hole and so lowers the energy of the electrons already present.

## 7. Why the two procedures differ

Orbital variation of the exchange energy produced the full potentials $v_i$, and their average is $V_S$. Variation of the averaged energy produced $\tfrac23V_S$. The uniform gas shows where the difference comes from.

Give each plane wave an occupation $n_k$, equal for both spins, and extend the exchange energy per volume to these occupations:

$$e_x=\int\frac{d^3k}{(2\pi)^3}\,n_kv_k,\qquad v_k=-\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi n_q}{|\mathbf k-\mathbf q|^2}.$$

The factor 2 for spin has cancelled the pair factor $\tfrac12$. The energy is quadratic in the occupations with a symmetric kernel, so its first variation has two equal parts. With the accompanying change of density,

$$\delta e_x=2\int\frac{d^3k}{(2\pi)^3}\,v_k\,\delta n_k,\qquad
\delta\rho=2\int\frac{d^3k}{(2\pi)^3}\,\delta n_k. \tag{9}$$

Thus $\delta e_x/\delta\rho$ is the mean of $v_k$ with the occupation changes $\delta n_k$ as weights. Two choices matter here.

- All occupations inside a fixed Fermi sphere are scaled by a common factor. Every state then takes part equally, and the mean is $V_S$.
- The gas stays in its ground state and $k_F$ moves. The change is then confined to the Fermi surface, and the mean is $v_{k_F}=-k_F/\pi$, the GKS value.

Dirac's functional assigns to each density the energy of a filled Fermi sphere. Its derivative must therefore follow the second choice. For $k_F=1$ bohr$^{-1}$, numerical differentiation of the exchange energy gives $-0.4775$ hartree for the first choice and $-0.3183$ hartree for the second. Their ratio is two thirds.

The choice of potential also affects the orbitals. Consider the total functional formed by the kinetic energy, the nuclear attraction, the Hartree repulsion and $E_D$. Since $\rho$ contains $\varphi_i^*\varphi_i$, the chain rule gives $\delta E_D/\delta\varphi_i^*=(\delta E_D/\delta\rho)\,\varphi_i$. For orthonormal orbitals, chosen so that the matrix of Lagrange multipliers is diagonal, stationarity requires

$$\left[-\tfrac12\nabla^2+v_{\rm nuc}+v_H+\tfrac23V_S\right]\varphi_i=\varepsilon_i\varphi_i. \tag{10}$$

If the full $V_S$ is used instead, its self-consistent orbitals leave a remainder $-\tfrac13V_S\varphi_i$ in the derivative of this functional. The remainder is harmless if it lies within the space of occupied orbitals. In the uniform gas it does, because $V_S$ is constant: both potentials give the same plane waves and differ by a shift of the levels. In an atom $V_S$ varies with position, and the remainder generally has a part outside the occupied space. The orbitals of $V_S$ are then not stationary for the functional containing $E_D$.

The energy must also be assembled consistently. The integral $\tfrac12\int\rho V_S$ equals $E_D$, whereas $\tfrac12\int\rho v_{\rm GKS}$ equals $\tfrac23E_D$. The GKS potential is a derivative of the energy, and half its density-weighted integral is not the exchange energy.

## 8. Worked example: the beryllium atom

The configuration $1s^22s^2$ is a spherical closed shell. The calculation uses 16 $s$-type Gaussians and a point nucleus, without relativity or correlation. The Hartree-Fock energy in this basis is $-14.5729$ hartree. Enlarging the basis to 34 $s$-type Gaussians lowers this and the other total energies below by about $0.00013$ hartree (Hartree-Fock to $-14.5730$), so their last digit is uncertain by one unit; the energy differences, levels, exchange energies and potentials keep the digits shown. The Hartree-Fock orbitals supply both the density and the orbital average (5).

At $r=1$ bohr the density is $0.04013$ bohr$^{-3}$. Formula (1) gives

$$V_S=-3\left(\frac{3\times0.04013}{8\pi}\right)^{1/3}=-3\times0.1686=-0.506\ \text{hartree},$$

and two thirds of this is $-0.337$ hartree. In electronvolts the two values are $-13.76$ and $-9.17$. The orbital average at the same point is $-0.746$ hartree, so the local approximation is poor there. Other radii give the following potentials in hartree.

| $r$ (bohr) | $V_{\rm av}$ | $V_S$ | $v_{\rm GKS}$ |
|---:|---:|---:|---:|
| 0.1 | −3.479 | −3.726 | −2.484 |
| 0.5 | −1.855 | −1.365 | −0.910 |
| 2.0 | −0.391 | −0.370 | −0.247 |
| 5.0 | −0.199 | −0.100 | −0.066 |
| 8.0 | −0.125 | −0.023 | −0.015 |

$V_S$ is too deep at 0.1 bohr and too shallow at the other radii listed.

The failure at large distance follows from (5). For fixed $\mathbf r$ the hole can be written as

$$h(\mathbf r,\mathbf r')=\Big|\sum_jc_j\varphi_j^*(\mathbf r')\Big|^2,\qquad c_j=\frac{\varphi_j(\mathbf r)}{\sqrt{\rho_\sigma(\mathbf r)}},\qquad \sum_j|c_j|^2=1.$$

It is the density of one normalized combination of occupied orbitals. However far away the electron is, its hole stays on the atom, and $V_{\rm av}\to-1/r$. At 8 bohr this limit is $-0.125$ hartree, as in the table. The local formulas instead follow $\rho^{1/3}$ and decay exponentially with the density. The factor $\tfrac23$ has no bearing on this defect, which both local potentials share.

**Exchange energy.** The exact exchange energy of the Hartree-Fock determinant is $-2.667$ hartree. Dirac's functional, evaluated with the same density, gives $-2.312$ hartree. The ratio is $0.867$, so Dirac's value is about 13% too small in magnitude, relative to the exact exchange of this determinant.

**Functional derivative.** Let a small amount of density be moved from the $1s$ to the $2s$ distribution, with $\eta=|\varphi_{2s}|^2-|\varphi_{1s}|^2$. Finite differences of $E_D$ give a slope of $1.0911$ hartree per electron. The integral $\int v_{\rm GKS}\,\eta\,d\mathbf r$ has the same value, while $\int V_S\,\eta\,d\mathbf r$ is $1.6366$ hartree. The ratio is $1.0911/1.6366=0.6667$. The slope is positive because density is taken from the region near the nucleus, where the exchange potential is deep.

**Self-consistent orbitals.** The potential $\alpha V_S$ was used for four values of $\alpha$. For each set of orbitals, the table gives the energy of the functional containing $E_D$, the Hartree-Fock energy expectation value of the determinant, and the $2s$ level, all in hartree.

| $\alpha$ | Dirac functional | Hartree-Fock value | $\varepsilon_{2s}$ |
|---:|---:|---:|---:|
| 0.60 | −14.2220 | −14.5633 | −0.1545 |
| 2/3 | −14.2232 | −14.5680 | −0.1700 |
| 0.73 | −14.2221 | −14.5702 | −0.1853 |
| 1 | −14.1940 | −14.5560 | −0.2565 |

Among these runs the Dirac functional is lowest at $\alpha=\tfrac23$, as (10) requires of its minimum. Slater's orbitals lie $0.029$ hartree higher.

The other columns measure different things. In the Hartree-Fock expectation value, the GKS orbitals lie $0.005$ hartree above the Hartree-Fock minimum and Slater's orbitals $0.017$ hartree above it. The orbitals for $\alpha=0.73$ come closer than either, at $0.003$ hartree. For the $2s$ level, Slater's potential does better than the GKS potential: the Hartree-Fock level is $-0.3093$ hartree, and Slater's $-0.2565$ is nearer to it than the GKS value $-0.1700$. The factor $\tfrac23$ is therefore singled out by consistency with Dirac's energy. It does not bring every quantity closer to Hartree-Fock.

The numerical check also compares the $\alpha=\tfrac23$ energy with that of a separate density-functional code; both give $-14.2232$ hartree.

## Calculated quantities

```
UNIFORM GAS, kF = 1 bohr^-1, potentials in hartree
density = 0.033774 bohr^-3
v_k at k = 0.01 kF: -0.63660
v_k at k = 0.50 kF: -0.58058
v_k at k = kF:      -0.31831
average over Fermi sphere: -0.47746
average from exchange hole: -0.47746
V_S formula: -0.47746
GKS formula: -0.31831
dE/dN, kF moved: -0.31831
dE/dN, occupations scaled: -0.47746
hole charge within 100 pi bohr: 0.9970 electrons
BE ATOM, 16 s Gaussians, energies in hartree
exponents 0.03 to 4106 bohr^-2, ratio 2.2
Hartree-Fock total energy: -14.57289
HF levels 1s, 2s: -4.7326, -0.3093
exact exchange of HF determinant: -2.6669
half density-weighted orbital average: -2.6669
Dirac exchange of HF density: -2.3124
Dirac / exact exchange: 0.8671
r (bohr), rho (bohr^-3), orbital average, V_S, GKS (hartree)
 0.1   1.605e+01   -3.4793   -3.7258   -2.4839
 0.5   7.895e-01   -1.8547   -1.3652   -0.9101
 1.0   4.013e-02   -0.7463   -0.5057   -0.3371
 2.0   1.575e-02   -0.3909   -0.3703   -0.2469
 3.0   4.930e-03   -0.3097   -0.2514   -0.1676
 5.0   3.059e-04   -0.1989   -0.0995   -0.0664
 8.0   3.630e-06   -0.1250   -0.0227   -0.0151
at 1 bohr: V_S = -13.761 eV, GKS = -9.174 eV
Density transfer 1s to 2s, hartree per electron
finite-difference slope of Dirac energy: 1.09107
integral of GKS times transfer: 1.09107
integral of V_S times transfer: 1.63660
SCF with alpha V_S: alpha, Dirac-functional E, HF <E>, 1s, 2s
0.6000 -14.22199 -14.56333 -3.6973 -0.1545
0.6667 -14.22316 -14.56799 -3.7931 -0.1700
0.7300 -14.22210 -14.57023 -3.8855 -0.1853
1.0000 -14.19397 -14.55599 -4.2938 -0.2565
separate DFT code, Dirac exchange: -14.22316
Dirac-functional E, alpha 1 minus 2/3: 0.02919
HF <E> above HF minimum, alpha 2/3: 0.00490
HF <E> above HF minimum, alpha 1: 0.01690
```
